# The Gösele–Tu condition for two competing reaction layers, part 2

Two compounds, β and γ, lie between the end phases of a flat diffusion couple, in the order α | β | γ | δ. Slow interface reactions can let β exclude a thin γ layer at first. The question is at what β thickness $x^*$ γ can survive, and what follows.

The atomic fraction $N$ of A falls from left to right. All phases have equal volume per atom. The A flux $j$, multiplied by this volume, is a velocity, positive toward δ; end phases carry none. An interface between left phase L and right phase R moves right with velocity $v$:

$$
(N_{\rm L}-N_{\rm R})\,v=j_{\rm L}-j_{\rm R}. \tag{4}
$$

Let $v_1,v_2,v_3$ be the interface velocities from left to right, $x_i$ the thicknesses, and $a=N_\alpha-N_\beta$, $b=N_\beta-N_\gamma$, $c=N_\gamma-N_\delta$. Then

$$
\frac{dx_\beta}{dt}=v_2-v_1
=\left(\frac1a+\frac1b\right)j_\beta-\frac1b\,j_\gamma, \tag{7}
$$

$$
\frac{dx_\gamma}{dt}=v_3-v_2
=\left(\frac1b+\frac1c\right)j_\gamma-\frac1b\,j_\beta. \tag{8}
$$

The coefficients are $G_\beta=1/a+1/b$, $G_\gamma=1/b+1/c$, $g=1/b$. With $r=j_\beta/j_\gamma$, β grows for $r>r_1=a/(a+b)$, γ for

$$
r<r_2,\qquad r_2=\frac{b+c}{c}
=\frac{N_\beta-N_\delta}{N_\gamma-N_\delta}>1. \tag{11}
$$

Layer $i$ has interdiffusion coefficient $D_i$, reaction constants $\kappa_i^{\rm L},\kappa_i^{\rm R}$, surface compositions $n_i^{\rm L},n_i^{\rm R}$, equilibrium values $N_i^{\rm L},N_i^{\rm R}$ and range $\Delta N_i=N_i^{\rm L}-N_i^{\rm R}$:

$$
j_i=\kappa_i^{\rm L}\left(N_i^{\rm L}-n_i^{\rm L}\right),\qquad
j_i=\kappa_i^{\rm R}\left(n_i^{\rm R}-N_i^{\rm R}\right). \tag{13}
$$

$$
j_i=\frac{\Delta N_i}{1/\kappa_i+x_i/D_i},\qquad
\frac1{\kappa_i}=\frac1{\kappa_i^{\rm L}}+\frac1{\kappa_i^{\rm R}}. \tag{15}
$$

The thin-layer flux is $K_i=\Delta N_i\kappa_i$. Thin γ is initially excluded if

$$
\Delta N_\beta\,\kappa_\beta>
\frac{N_\beta-N_\delta}{N_\gamma-N_\delta}\,
\Delta N_\gamma\,\kappa_\gamma. \tag{18}
$$

With a dimensionless function $F$, the threshold has the form

$$
x^*=\frac{D_\beta}{\kappa_\beta}\,
F\!\left(\frac{K_\beta}{K_\gamma};N_\alpha,N_\beta,N_\gamma,N_\delta\right). \tag{2}
$$

The chemical potential $\mu_{\rm A}$ of A rises with $N$ within a stable compound, and with the slope along successive common tangents of the free energy.

Example: phases A, A₂B, AB, B; $a=1/3$, $b=1/6$, $c=1/2$; $G_\beta=9$, $G_\gamma=8$, $g=6$; $r_1=2/3$, $r_2=4/3$; both $\Delta N_i=0.01$. Reaction constants are 40 and 40 nm/s for β, 3 and 6 nm/s for γ, so $\kappa_\beta=20$, $\kappa_\gamma=2$, $K_\beta=0.20$, $K_\gamma=0.020$ nm/s.

## Critical thickness and the end of the exclusion

The layers β and γ have thicknesses $x_i$, interdiffusion coefficients $D_i$, composition ranges $\Delta N_i$ and series interface constants $\kappa_i$. The flux $j_i$ of A is multiplied by the atomic volume and is positive toward δ. The gaps between successive phases are $a=N_\alpha-N_\beta$, $b=N_\beta-N_\gamma$ and $c=N_\gamma-N_\delta$. The first half gives $\dot x_\beta=G_\beta j_\beta-g j_\gamma$ and $\dot x_\gamma=G_\gamma j_\gamma-g j_\beta$, with $G_\beta=1/a+1/b$, $G_\gamma=1/b+1/c$ and $g=1/b$. The fluxes are $j_i=\Delta N_i/(1/\kappa_i+x_i/D_i)$, with the thin-layer limit $K_i=\Delta N_i\kappa_i$. With $r=j_\beta/j_\gamma$, β grows for $r>r_1=a/(a+b)$ and γ for $r<r_2=(b+c)/c$. A thin γ layer is excluded at the start if $K_\beta/K_\gamma>r_2$.

### The thickness at which γ can survive

Let a very thin γ layer be present beside β. Its flux is $K_\gamma$, and by equation (11) its growth rate is zero when $j_\beta(x^*)=r_2K_\gamma$. Inserting equation (15) for β gives

$$
\frac{\Delta N_\beta}{1/\kappa_\beta+x^*/D_\beta}=r_2K_\gamma
\quad\Longrightarrow\quad
\frac1{\kappa_\beta}+\frac{x^*}{D_\beta}=\frac{\Delta N_\beta}{r_2K_\gamma}.
$$

Subtracting $1/\kappa_\beta$ and multiplying by $D_\beta$ yields

$$
x^*=D_\beta\left(\frac{\Delta N_\beta}{r_2\Delta N_\gamma\kappa_\gamma}
-\frac1{\kappa_\beta}\right)
=\frac{D_\beta}{\kappa_\beta}
\left(\frac{K_\beta}{r_2K_\gamma}-1\right). \tag{19}
$$

The last form is that of equation (2). It is positive under condition (18) and zero at the threshold. A negative value means that γ is not excluded at any β thickness.

In the example, let $D_\beta=1000$ nm²/s and $D_\gamma=4000$ nm²/s. Then $D_\beta/\kappa_\beta=50$ nm and

$$
x^*=50\left(\frac{10}{4/3}-1\right)=50\times6.5=325\ \text{nm}.
$$

The growth rate of a thin γ layer is $8K_\gamma-6j_\beta=0.16\ \text{nm/s}-6j_\beta$. It changes with the thickness of β as follows.

| $x_\beta$ (nm) | $j_\beta$ (nm/s) | $j_\beta/K_\gamma$ | $\dot x_\gamma$ (nm/s) |
|---:|---:|---:|---:|
| 0 | 0.200 | 10.0 | −1.04 |
| 100 | 0.067 | 3.33 | −0.24 |
| 200 | 0.040 | 2.00 | −0.08 |
| 325 | 0.027 | 1.33 | 0 |
| 500 | 0.018 | 0.91 | +0.05 |

If all interface constants are multiplied by a common factor $s$, the ratio $K_\beta/K_\gamma$ is unchanged, while the prefactor of equation (19) is divided by $s$. The condition for exclusion still holds, but the excluded interval shrinks as $1/s$. For $s=1000$ it is 0.325 nm, about an atomic spacing, where a continuum layer has lost its meaning. Uniformly fast interfaces therefore remove the effect in practice.

If $K_\beta/K_\gamma<r_1$, β is excluded until γ has reached a thickness $x_\gamma^*$ at which $K_\beta=r_1j_\gamma(x_\gamma^*)$. The same algebra gives

$$
x_\gamma^*=\frac{D_\gamma}{\kappa_\gamma}
\left(\frac{r_1K_\gamma}{K_\beta}-1\right), \tag{20}
$$

the mirror image of equation (19).

### A γ layer of finite thickness

A γ layer that is not thin has the additional resistance $x_\gamma/D_\gamma$. It carries less flux and is easier to erode. Replacing $1/\kappa_\gamma$ in equation (19) by $1/\kappa_\gamma+x_\gamma/D_\gamma$ gives the β thickness at which its shrinkage stops:

$$
x_\beta^{\rm turn}=D_\beta\left[
\frac{\Delta N_\beta}{r_2\Delta N_\gamma}
\left(\frac1{\kappa_\gamma}+\frac{x_\gamma}{D_\gamma}\right)
-\frac1{\kappa_\beta}\right]. \tag{21}
$$

This result rests on uniform fluxes and fixed nominal compositions. Its accuracy can be judged by solving the time-dependent diffusion equation in both layers, with reaction law (13) at each surface and the actual surface compositions in balance (4). The numbers below come from a finite-volume solution with 12 cells per layer that stretch with the moving interfaces, advanced by an implicit method for stiff equations. Each run with γ present starts from linear profiles.

From 100 nm of β and 120 nm of γ, the γ layer shrinks to 50.0 nm and then begins to grow. The turn occurs at $x_\beta=336.0$ nm. Equation (21) gives $1000\,[0.75(0.5+0.0125)-0.05]=334.4$ nm, so the simulated value is 0.5 % higher than the formula. When both composition ranges are reduced tenfold, the difference falls to 0.05 %. This is the behavior expected of an approximation whose leading error is proportional to the composition range.

With the reduced ranges, all fluxes are ten times smaller and the processes correspondingly slower, but $x^*$ is unchanged. A 1 nm trial layer of γ beside β of thickness $0.9x^*$ shrinks to 0.5 nm in 356 s. Beside β of thickness $1.1x^*$ it grows to 11 nm in 5000 s.

The sharp threshold belongs to a vanishingly thin layer. Just below $x^*$, a trial layer of finite thickness may survive because β grows past the threshold before the erosion is complete.

### Why the exclusion ends in a bulk couple

Suppose that both end phases are plentiful. On the line $r=r_2$, the thickness of γ is momentarily constant. Since $r_2>r_1$, β is still growing there, so $j_\beta$ falls while $j_\gamma$ is stationary. The ratio $r$ decreases, and the system enters the region where both layers grow.

It cannot return across that line, since the motion there is inward. The other boundary, $r=r_1$, is also crossed inward: β is momentarily stationary, γ grows, $j_\gamma$ falls and $r$ rises. Once both layers are growing, they continue to do so as long as the end phases last and the model applies.

Neither thickness then remains bounded. The sum of equations (7) and (8) is

$$
\frac{d}{dt}(x_\beta+x_\gamma)=\frac{j_\beta}{a}+\frac{j_\gamma}{c}>0. \tag{22}
$$

If the total approached a finite limit, the fluxes would stay above some positive value and the total would grow without limit, a contradiction. So at least one layer becomes arbitrarily thick and its flux tends to zero. Because $r$ stays between $r_1$ and $r_2$, the other flux must also tend to zero, which by equation (15) requires the other layer to become thick as well.

At late times the interface resistances are negligible and $j_i=D_i\Delta N_i/x_i$. Define

$$
q=\frac{D_\beta\Delta N_\beta}{D_\gamma\Delta N_\gamma},\qquad
y=\frac{x_\beta}{x_\gamma},\qquad
r=\frac qy. \tag{23}
$$

The thickness ratio changes at the rate $\dot y=(\dot x_\beta-y\dot x_\gamma)/x_\gamma$. Inserting the growth rates and taking out a factor $j_\gamma$ gives

$$
\dot y=\frac{j_\gamma}{x_\gamma}
\left[\frac{G_\beta q}{y}-g-G_\gamma y+gq\right]. \tag{24}
$$

The bracket decreases steadily with $y$, from large positive to large negative values. It has one zero, $y=\rho$, and the ratio moves toward it from either side. Setting the bracket to zero and multiplying by $-\rho$ gives

$$
G_\gamma\rho^2+g(1-q)\rho-qG_\beta=0. \tag{25}
$$

The product of the two roots is $-qG_\beta/G_\gamma<0$, so one root is positive and is the physical one. In this limit both thicknesses grow as the square root of time, because each rate is inversely proportional to thickness at a fixed ratio.

For the example, $q=(1000\times0.01)/(4000\times0.01)=0.25$, and equation (25) becomes $8\rho^2+4.5\rho-2.25=0$. Its positive root is

$$
\rho=\frac{-4.5+\sqrt{4.5^2+4\times8\times2.25}}{16}=0.319 .
$$

The flux ratio is then $0.25/0.319=0.784$, between 2/3 and 4/3. The moving-boundary solution with reduced ranges gives a thickness ratio of 0.320 after $10^{10}$ s. The layer that was excluded at first ends about three times as thick as its rival. For given phase compositions, the products $\Delta N_i\kappa_i$ decide the start and the products $D_i\Delta N_i$ the late stage, so the initial order of growth does not reveal the final order of thickness.

### The waiting time

While γ is absent, β touches δ directly. This contact has its own right-hand reaction constant and its own equilibrium, which is metastable because γ is missing. The common tangent of β and δ has a slope between those of the stable tangents β–γ and γ–δ. It therefore sets a lower $\mu_{\rm A}$, and hence a lower A fraction, at the right face of β than contact with γ would. The range $\Delta N'$ across β is larger than $\Delta N_\beta$. Primes denote quantities for this contact.

Balance (4) gives velocities $-j'/a$ at the left face and $j'/(b+c)$ at the right face. Thus

$$
\frac{dx_\beta}{dt}=g'j',\qquad
g'=\frac1a+\frac1{b+c},\qquad
j'=\frac{\Delta N'}{1/\kappa'+x_\beta/D_\beta}. \tag{26}
$$

Multiplying by the denominator of $j'$ separates the variables. Integration from zero thickness to $x^*$ gives

$$
t^*=\frac{1}{g'\Delta N'}
\left(\frac{x^*}{\kappa'}+\frac{x^{*2}}{2D_\beta}\right). \tag{27}
$$

The first term is the time spent on interface reactions and the second that spent on diffusion. The primed constants enter the waiting time but not $x^*$, which concerns β in contact with γ.

Let the range be 0.012 and the right-hand constant 24 nm/s, with 40 nm/s on the left as before. Then $\kappa'=1/(1/40+1/24)=15$ nm/s and $g'=3+1.5=4.5$. The waiting time is

$$
t^*=\frac{325/15+325^2/2000}{4.5\times0.012}
=\frac{21.67+52.81}{0.054}\ \text{s}=1379\ \text{s},
$$

or 23 min. For growth from 1 nm instead of zero, the formula gives 1378 s and the moving-boundary solution 1369 s, which is 0.7 % less than the formula.

This is the time at which β, growing alone, reaches the threshold for a vanishingly thin γ layer. It is not a prediction of when γ appears. A trial layer of finite thickness may survive if it forms somewhat earlier, as noted above, while nucleation may delay γ. A layer that forms suddenly also meets the profile left by the β/δ contact, which has relaxed almost completely after a time $x^{*2}/D_\beta$, here about 100 s. The criterion describes the state after this relaxation.

### Thin films

A finite film of α may be used up before β reaches $x^*$. While β grows alone, the consumed thickness of α is the fraction $(1/a)/g'$ of the β thickness. Since $g'=(a+b+c)/[a(b+c)]$, the α film that just suffices is

$$
h^*=x^*\frac{b+c}{a+b+c}
=x^*\frac{N_\beta-N_\delta}{N_\alpha-N_\delta}. \tag{28}
$$

In the example $h^*=325\times2/3=217$ nm. With a thinner film, the supply of A stops early. After the gradient in β has relaxed, $j_\beta=0$ and the left face of β is at rest. Equation (8) then becomes $\dot x_\gamma=G_\gamma j_\gamma$, which is positive at any β thickness, while β is consumed at the rate $g j_\gamma$. The exclusion ends because the competing flux has vanished, and γ grows as long as β and δ remain.

The contrast appears for 200 nm of β and 5 nm of γ, again with the reduced ranges. With α present, γ shrinks to 0.5 nm in 611 s. With α gone, separating variables in $\dot x_\gamma=G_\gamma j_\gamma$ gives

$$
\frac{x_\gamma-5}{2}+\frac{x_\gamma^2-25}{8000}=8\times0.001\times5000=40,
$$

with thicknesses in nm and both sides in seconds. The solution after 5000 s is $x_\gamma=83.3$ nm; the moving-boundary calculation gives 82.8 nm. That run starts from the linear β profile, before the gradient has relaxed. The excess of A stored in β, $0.0005\times200=0.1$ nm, drains to the β/γ interface and costs γ about $g\times0.1=0.6$ nm, which accounts for the difference.

A thin film of δ beside plentiful α acts differently. Growth of β alone to $x^*$ consumes a δ thickness of $x^*a/(a+b+c)$, here 108 nm. If less is available, δ disappears before γ can persist. What remains is α in contact with β, and there is no δ left from which γ could form. The exclusion of γ is then permanent.

### Where the result fails

The threshold contains the interface constants in the combinations $\Delta N_i\kappa_i$, so a flux measured in the thin-layer regime determines $K_i$ without separate knowledge of its factors, provided that the layer touches the same two neighbors as in the threshold. Growth of β alone on δ gives $\Delta N'\kappa'$ instead of $K_\beta$. Purely parabolic growth depends on products of a diffusion coefficient and a composition range, such as $D_\beta\Delta N'$ for β alone on δ, and leaves the initial exclusion undecided.

Several assumptions limit the result. Wide composition ranges make the fluxes nonuniform and the nominal gaps inaccurate. Unequal atomic volumes change the relation between flux and interface velocity. Large deviations from equilibrium may invalidate the linear law (13), and a coupled reaction at the β/γ boundary would prevent the two layers from having independent resistances. Isolated γ particles exchange atoms sideways with β and δ, which a one-dimensional balance cannot describe. In each case conservation of atoms still holds, but the fluxes must be calculated anew before the competition can be decided.
